**Stark turning point of the J = 1, M = 0 rotor level**

The program studies H/B = J² − w cos θ with w = μF/B, where B is the rotational constant, μ the dipole moment and F the field strength. The level that starts at 2B reaches its maximum of 2.639B at w = 4.902, which limits the Stark depth of a static trap to 0.639B. The program asserts the cosine matrix elements against quadrature, the weak-field coefficients against perturbation theory, and the slope against finite differences of the energy. A separate finite-volume solution of the angular equation gives the same turning point within the stated tolerances. Symbolic algebra confirms the four-state determinant, and its double root agrees with direct diagonalization. A scan up to w = 60 finds one turn, and the number of rising crossings stays within the derived bound at all seven energies tried. For B = 2.0 × 10⁻⁶ hartree and μ = 0.6 atomic units, the output gives a turning field of 84.0 kV/cm and a greatest depth equivalent to 404 mK.

## Program and output

```python
"""
Result under test: for a rigid polar rotor in a static field,
    H/B = J^2 - w cos(theta),   w = mu F / B,
the M = 0 level W(w) that starts as J = 1 (W = 2 at w = 0) has one maximum,
near w = 4.9, lying about 0.64 B above its field-free energy.
B: rotational constant, mu: dipole moment, F: field strength.
Energies are in units of B unless a label says otherwise.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import lpmv

JMAX = 40


def coupling(j, m=0):
    """Matrix element <j+1,m| cos(theta) |j,m>."""
    return np.sqrt(((j + 1.0)**2 - m**2) / ((2*j + 1.0) * (2*j + 3.0)))


def matrices(jmax=JMAX, m=0):
    j = np.arange(m, jmax + 1)
    a = coupling(j[:-1], m)
    return np.diag(j * (j + 1.0)), np.diag(a, 1) + np.diag(a, -1)


def state(w, level=1, jmax=JMAX, m=0):
    """Energy and eigenvector of one level of the given M block."""
    h0, c = matrices(jmax, m)
    e, v = np.linalg.eigh(h0 - w * c)
    return e[level], v[:, level]


def energy(w, jmax=JMAX):
    return state(w, jmax=jmax)[0]


def mean_cos(w, jmax=JMAX):
    v = state(w, jmax=jmax)[1]
    return v @ matrices(jmax)[1] @ v


# Matrix elements of cos(theta) from quadrature over Legendre functions
x, weight = np.polynomial.legendre.leggauss(40)
for m in (0, 1):
    funcs = [lpmv(m, j, x) for j in range(m, 8)]
    funcs = [f / np.sqrt(np.sum(weight * f * f)) for f in funcs]
    direct = np.array([[np.sum(weight * f * x * g) for g in funcs]
                       for f in funcs])
    assert np.allclose(direct, matrices(7, m)[1], atol=1e-12)

# Low-field coefficients of w^2
w_small = 0.02
coef_m0 = (energy(w_small) - 2) / w_small**2
coef_m1 = (state(w_small, level=0, m=1)[0] - 2) / w_small**2
assert abs(coef_m0 - (1/6 - 1/15)) < 1e-4
assert abs(coef_m1 + 1/20) < 1e-4

# Slope of the level equals minus the mean orientation
for w in (1.0, 4.0, 9.0):
    numeric_slope = (energy(w + 1e-4) - energy(w - 1e-4)) / 2e-4
    assert abs(numeric_slope + mean_cos(w)) < 1e-7

# Turning point, converged basis
w_turn = brentq(mean_cos, 3, 7, xtol=1e-12)
e_turn, v_turn = state(w_turn)
depth = e_turn - 2
assert abs(w_turn - 4.9) < 0.05 and abs(depth - 0.64) < 0.005


# Independent road: finite-volume solution of the angular equation
def grid_energy(w, n=2000):
    h = np.pi / n
    theta = (np.arange(n) + 0.5) * h
    edge = np.sin(np.arange(n + 1) * h)
    s = np.sin(theta)
    diag = (edge[:-1] + edge[1:]) / (h*h*s) - w * np.cos(theta)
    off = -edge[1:-1] / (h*h*np.sqrt(s[:-1] * s[1:]))
    return eigh_tridiagonal(diag, off, eigvals_only=True,
                            select='i', select_range=(1, 1))[0]


w_grid_turn = brentq(lambda w: grid_energy(w + 0.05) - grid_energy(w - 0.05),
                     4, 6, xtol=1e-6)
e_grid_turn = grid_energy(w_grid_turn)
# tolerances allow for second-order grid error and the difference step
assert abs(w_grid_turn - w_turn) < 3e-3
assert abs(e_grid_turn - e_turn) < 1e-4

# Truncated bases: J <= 1 and J <= 2 never turn
w_scan = np.linspace(0.05, 60, 1200)
e_two = np.array([energy(w, 1) for w in w_scan])
assert np.allclose(e_two, 1 + np.sqrt(1 + w_scan**2 / 3))
e_three = np.array([energy(w, 2) for w in w_scan])
assert np.all(np.diff(e_three) > 0) and e_three[-1] < 10/3
assert abs(energy(1e4, 2) - 10/3) < 1e-5
w2_formula = e_three*(e_three - 2)*(6 - e_three) / (2 - 3*e_three/5)
assert np.allclose(w2_formula, w_scan**2, rtol=1e-6)

# J <= 3: characteristic polynomial and its double root in y = w^2
E, y = sp.symbols('E y', positive=True)
root_y = sp.sqrt(y)
h4 = sp.zeros(4, 4)
for j in range(4):
    h4[j, j] = j*(j + 1) - E
    if j < 3:
        a = sp.sqrt(sp.Rational((j + 1)**2, (2*j + 1)*(2*j + 3)))
        h4[j, j+1] = h4[j+1, j] = -root_y * a
R = sp.Rational
linear = 24 - R(68, 7)*E + R(6, 7)*E**2
constant = E*(E - 2)*(6 - E)*(12 - E)
quadratic = R(3, 35)*y**2 - linear*y + constant
assert sp.expand(h4.det(method='berkowitz') - quadratic) == 0
disc = sp.Poly(sp.expand(linear**2 - R(12, 35)*constant), E)
real_roots = [float(sp.re(r)) for r in disc.nroots()
              if abs(sp.im(r)) < 1e-12]
e_hand = min(r for r in real_roots if r > 2)
w_hand = np.sqrt(float(linear.subs(E, e_hand)) * 35 / 6)

truncated = []
for jmax in (3, 4, 5, 6, 8):
    wt = brentq(lambda w: mean_cos(w, jmax), 3, 7, xtol=1e-12)
    truncated.append((jmax, wt, energy(wt, jmax)))
assert abs(truncated[0][1] - w_hand) < 1e-6
assert abs(truncated[0][2] - e_hand) < 1e-9
assert all(t[2] >= e_turn - 1e-11 for t in truncated)
slope_four = (energy(2000., 3) - energy(1000., 3)) / 1000
p4_nodes = np.polynomial.legendre.leggauss(4)[0]
assert abs(slope_four + p4_nodes[2]) < 1e-4

# One turn only, and the bound on the number of rising crossings
h0, cmat = matrices()
stack = h0[None] - w_scan[:, None, None] * cmat[None]
levels = np.linalg.eigvalsh(stack)[:, :12]
levels = np.vstack([np.diag(h0)[:12], levels])
steps = np.diff(levels[:, 1])
assert np.count_nonzero(np.diff(np.sign(steps))) == 1
crossing_report = []
for e_line in (-5.0, 1.0, 2.3, 2.6, 4.0, 6.5, 13.0):
    rising = np.count_nonzero((levels[:-1] < e_line) & (levels[1:] > e_line))
    bound = np.count_nonzero(np.diag(h0) < e_line) // 2
    assert rising <= bound
    crossing_report.append((e_line, rising, bound))

# The two crossings of one energy: signs and A-orthogonality
e_line = 2.3
w_up = brentq(lambda w: energy(w) - e_line, 0.1, w_turn, xtol=1e-13)
w_down = brentq(lambda w: energy(w) - e_line, w_turn, 30, xtol=1e-13)
v_up, v_down = state(w_up)[1], state(w_down)[1]
a_mat = h0 - e_line * np.eye(len(h0))
form_up, form_down = v_up @ a_mat @ v_up, v_down @ a_mat @ v_down
assert form_up < 0 < form_down
assert abs(v_up @ a_mat @ v_down) < 1e-9
assert abs(form_up - w_up * mean_cos(w_up)) < 1e-9
v_mirror = v_up * (-1.0)**np.arange(len(v_up))
assert abs(v_up @ a_mat @ v_mirror) < 1e-9


# Slope split into contributions of neighbouring pairs (J, J+1)
def pair_slopes(w):
    v = state(w)[1]
    return -2 * coupling(np.arange(JMAX)) * v[:-1] * v[1:]


pairs_turn, pairs_one = pair_slopes(w_turn), pair_slopes(1.0)
assert abs(pairs_turn.sum()) < 1e-10
assert pairs_turn[0] > 0 and np.all(pairs_turn[1:4] < 0)
assert pairs_one[0] > 0 > pairs_one[1] and pairs_one.sum() > 0

# Worked example in Hartree atomic units
b_rot, dipole = 2e-6, 0.6
field_kv_cm = physical_constants['atomic unit of electric field'][0] / 1e5
kelvin = physical_constants['hartree-kelvin relationship'][0]
f_turn = w_turn * b_rot / dipole
depth_au = depth * b_rot
w_edge, w_bias = 3.0, 1.0
depth_edge = energy(w_edge) - 2
depth_bias = e_turn - energy(w_bias)
assert depth_edge < depth and depth_bias < depth

print(f"w^2 coefficient, J=1 M=0 (units of B): {coef_m0:.5f}")
print(f"w^2 coefficient, J=1 |M|=1 (units of B): {coef_m1:.5f}")
print("Level W and mean cos(theta), converged basis:")
for w in (1, 2, 3, 4, 5, 6, 8, 10, 15):
    print(f"  w = {w:2d}: W = {energy(w):8.5f} B, <cos> = {mean_cos(w):8.5f}")
print(f"J<=3 double root: w = {w_hand:.5f}, E = {e_hand:.5f} B")
print(f"J<=3 level, slope at large w: {slope_four:.4f} B")
print("Turning point by largest J in basis:")
for jmax, wt, et in truncated:
    print(f"  J<={jmax}: w = {wt:.6f}, W = {et:.6f} B")
print(f"Converged turning point (J<={JMAX}): w = {w_turn:.6f}")
print(f"Converged maximum: W = {e_turn:.6f} B, depth = {depth:.6f} B")
print(f"Angular grid: w = {w_grid_turn:.5f}, W = {e_grid_turn:.5f} B")
print("Rising crossings of energy E for 0 < w < 60 (found, bound):")
for e_value, found, bound in crossing_report:
    print(f"  E = {e_value:4.1f} B: {found}, {bound}")
print(f"W = {e_line} B is crossed at w = {w_up:.4f} and {w_down:.4f}")
print(f"v.Av there: {form_up:.4f} B and {form_down:.4f} B")
print("Slope dW/dw by pair (0,1), (1,2), (2,3), (3,4), units of B:")
print("  w = 1:   ", " ".join(f"{p:9.5f}" for p in pairs_one[:4]))
print("  turning: ", " ".join(f"{p:9.5f}" for p in pairs_turn[:4]))
print("Weights of J=0..4 at the turning point:",
      " ".join(f"{p:.4f}" for p in v_turn[:5]**2))
print(f"Example: B = {b_rot:.1e} hartree, mu = {dipole} a.u.")
print(f"Turning field: {f_turn:.4e} a.u. = {f_turn*field_kv_cm:.2f} kV/cm")
print(f"Maximum depth: {depth_au:.4e} hartree = "
      f"{depth_au*kelvin*1e3:.1f} mK")
print(f"Edge at w = {w_edge}: field {w_edge*b_rot/dipole:.4e} a.u., "
      f"depth {depth_edge:.5f} B = {depth_edge*b_rot:.4e} hartree")
print(f"Bias at w = {w_bias}: field {w_bias*b_rot/dipole:.4e} a.u., "
      f"depth {depth_bias:.5f} B = {depth_bias*b_rot:.4e} hartree")
print("OK")
```

Output:

```
w^2 coefficient, J=1 M=0 (units of B): 0.10000
w^2 coefficient, J=1 |M|=1 (units of B): -0.05000
Level W and mean cos(theta), converged basis:
  w =  1: W =  2.09076 B, <cos> = -0.16509
  w =  2: W =  2.28718 B, <cos> = -0.20809
  w =  3: W =  2.47797 B, <cos> = -0.16377
  w =  4: W =  2.60238 B, <cos> = -0.08171
  w =  5: W =  2.63875 B, <cos> =  0.00873
  w =  6: W =  2.58729 B, <cos> =  0.09235
  w =  8: W =  2.26396 B, <cos> =  0.22283
  w = 10: W =  1.72333 B, <cos> =  0.31240
  w = 15: W = -0.20808 B, <cos> =  0.44547
J<=3 double root: w = 5.00337, E = 2.64709 B
J<=3 level, slope at large w: -0.3400 B
Turning point by largest J in basis:
  J<=3: w = 5.003365, W = 2.647090 B
  J<=4: w = 4.903553, W = 2.639277 B
  J<=5: w = 4.901840, W = 2.639177 B
  J<=6: w = 4.901828, W = 2.639176 B
  J<=8: w = 4.901828, W = 2.639176 B
Converged turning point (J<=40): w = 4.901828
Converged maximum: W = 2.639176 B, depth = 0.639176 B
Angular grid: w = 4.90185, W = 2.63917 B
Rising crossings of energy E for 0 < w < 60 (found, bound):
  E = -5.0 B: 0, 0
  E =  1.0 B: 0, 0
  E =  2.3 B: 1, 1
  E =  2.6 B: 1, 1
  E =  4.0 B: 0, 1
  E =  6.5 B: 1, 1
  E = 13.0 B: 1, 2
W = 2.3 B is crossed at w = 2.0617 and 7.8349
v.Av there: -0.4273 B and 1.6755 B
Slope dW/dw by pair (0,1), (1,2), (2,3), (3,4), units of B:
  w = 1:      0.29147  -0.12554  -0.00084  -0.00000
  turning:    0.39747  -0.31376  -0.08049  -0.00318
Weights of J=0..4 at the turning point: 0.3691 0.3210 0.2875 0.0219 0.0005
Example: B = 2.0e-06 hartree, mu = 0.6 a.u.
Turning field: 1.6339e-05 a.u. = 84.02 kV/cm
Maximum depth: 1.2784e-06 hartree = 403.7 mK
Edge at w = 3.0: field 1.0000e-05 a.u., depth 0.47797 B = 9.5595e-07 hartree
Bias at w = 1.0: field 3.3333e-06 a.u., depth 0.54842 B = 1.0968e-06 hartree
OK
```
